Same-symmetry curves can cross: the Erikson-Hill constant of two Coulomb centres

**A box in which the answer is visible**

A particle of mass m in a rectangular box with sides d and D, centred at the origin, has the levels

E(p,q) = (π²ħ²/2m)(p²/d² + q²/D²), p, q = 1, 2, 3, …

The states (3,1) and (1,5) are both even under x → -x and under y → -y. Their energies agree when 9/d² + 1/D² = 1/d² + 25/D², that is, when D² = 3d². As D/d varies, the curves pass through each other, although reflection symmetry does not distinguish them and the box is not square. What distinguishes them is the separately conserved kinetic energy along x.

A perturbation f(x) + g(y) cannot open this crossing, because each term of its matrix element contains the overlap of two different sine or cosine factors, which is zero. The perturbation εx²y² can. With ∫x²cos(2πnx/d)dx = (-1)ⁿd³/(2π²n²) over the box, its element is

ε(-3d²/8π²)(5D²/72π²) = -5εd²D²/(192π⁴) ≠ 0.

The claim that curves of equal spatial symmetry never cross is therefore false as a general law. What is true concerns a real two-level matrix with diagonal elements α, δ and coupling β. Its gap is

√[(α-δ)² + 4β²],

so a crossing needs two conditions, α = δ and β = 0. One parameter can generally be tuned to meet one of them. Unless the other is met by coincidence, it must come from some structure, which need not be a spatial symmetry.

**The counter-example: one electron and two protons**

Fix charges Z1e at z = -a and Z2e at z = +a, with R = 2a and k = e²/(4πε0). Without relativity or nuclear motion,

H = p²/2m + V, V = -k(Z1/r1 + Z2/r2).

Energies are electronic; the nuclear repulsion raises all curves equally at a given R. Define ξ = (r1+r2)/R ≥ 1 and η = (r1-r2)/R, with |η| ≤ 1. Then r1 = a(ξ+η) and r2 = a(ξ-η). From r1² - r2² = 4az and r1² + r2² = 2(r² + a²) follow

z = aξη, r² = a²(ξ²+η²-1), ρ² = r² - z² = a²(ξ²-1)(1-η²).

Differentiating z and ρ shows that the coordinates are orthogonal, with scale factors

h_ξ² = a²(ξ²-η²)/(ξ²-1), h_η² = a²(ξ²-η²)/(1-η²), h_φ = ρ.

The volume element is a³(ξ²-η²)dξdηdφ. With

M_ξ = -∂_ξ(ξ²-1)∂_ξ - ∂_φ²/(ξ²-1),
M_η = -∂_η(1-η²)∂_η - ∂_φ²/(1-η²),

the kinetic operator obeys a²(ξ²-η²)p² = ħ²(M_ξ+M_η). The potential is

V = -(k/a)[(Z1+Z2)ξ - (Z1-Z2)η]/(ξ²-η²).

Insert ψ = X(ξ)Y(η)exp(iΛφ) into Hψ = Eψ and multiply by 2ma²(ξ²-η²)/ħ². With a0 = ħ²/(mk) and c² = -mR²E/(2ħ²), the equation splits:

[M_ξ - (R/a0)(Z1+Z2)ξ + c²ξ²]X = -AX,
[M_η + (R/a0)(Z1-Z2)η - c²η²]Y = AY.

In M_ξ and M_η, -∂_φ² now stands for Λ². The constant A must be the same in both equations, and this fixes E.

Now take Z1 = Z2 = 1 and Λ = 0. Inversion through the midpoint sends η to -η, so states with an even number n_η of η nodes are σg. Compare (n_ξ,n_η) = (1,0) and (0,2). They are called 2sσg and 3dσg after their limits at R → 0, where the nuclei merge into charge 2.

At 150 pm their energies are -8.840 eV and -6.888 eV. At 250 pm they are -7.382 eV and -8.212 eV. The order has reversed. Each curve is continuous in R at fixed node numbers, so they must meet. They do so at

Rc = 214.50 pm = 4.0535 a0, E = -7.8130 eV.

A Gaussian-basis calculation, which does not use the separation, lies at most 1.24 meV above the separated energies at these three distances. The relative slope at Rc is 26.6 meV/pm, so the curves cut through each other rather than touch.

The common value of c is 1.536, but A is -0.874 for 2sσg and 4.827 for 3dσg. This number does the work of the conserved x energy in the box.

**The operator behind A**

Write P_ξ = M_ξ - (R/a0)(Z1+Z2)ξ and P_η = M_η + (R/a0)(Z1-Z2)η. Replacing E by H in the η equation suggests

Ω = ħ²P_η + 2ma²η²H,

which has the eigenvalue ħ²A on a separated state. To obtain it in ordinary coordinates, first use the relation for p²:

ħ²M_η + a²η²p² = ħ²(ξ²M_η + η²M_ξ)/(ξ²-η²).

The right side equals L² + a²p_z², with L taken about the midpoint. To see this, compare the quadratic forms of the two symmetric operators. For a gradient g in the (ρ,z) plane, L² + a²p_z² has the density

ħ²[(zg_ρ - ρg_z)² + a²g_z²].

The matrix of the bracket has rows (z², -ρz) and (-ρz, ρ²+a²). Apply it to the ξ direction, v = (ξρ/(ξ²-1), aη). Since

zv_ρ - ρv_z = aηρ/(ξ²-1),

the result has the components

zaηρ/(ξ²-1) = a²η²v_ρ,
-ρ²aη/(ξ²-1) + a³η = -a³η(1-η²) + a³η = a²η²v_z.

Thus the ξ direction has eigenvalue a²η². The trace, r² + a² = a²(ξ²+η²), gives the orthogonal η direction a²ξ². The bracket is therefore a²(η²g_ξ² + ξ²g_η²), and inserting the scale factors gives the form of (ξ²M_η+η²M_ξ)/(ξ²-η²). The angular derivative enters L² with the factor r²/ρ², and on the other side with

[ξ²/(1-η²) + η²/(ξ²-1)]/(ξ²-η²) = (ξ²+η²-1)/[(ξ²-1)(1-η²)] = r²/ρ².

The operators agree. The remaining potential terms of Ω are

2mka{(Z1-Z2)η - η²[(Z1+Z2)ξ-(Z1-Z2)η]/(ξ²-η²)}
= 2mkaξη[(Z1-Z2)ξ-(Z1+Z2)η]/(ξ²-η²)
= 2mkaξη[Z1/(ξ+η) - Z2/(ξ-η)].

With ξη = z/a, ξ+η = r1/a and ξ-η = r2/a, this gives

Ω = L² + a²p_z² + 2mka z(Z1/r1 - Z2/r2).

The Erikson-Hill form uses the angular momenta about the nuclei, L1 = L + au and L2 = L - au, where u = ẑ×p. Since u² = p² - p_z²,

(L1·L2 + L2·L1)/2 = L² + a²p_z² - a²p²,

and subtracting 2ma²H = a²p² + 2ma²V from Ω leaves

Ω - 2ma²H = (L1·L2 + L2·L1)/2 + 2mka[Z1(z+a)/r1 + Z2(a-z)/r2].

The two fractions are the cosines of the angles at the nuclei, measured from the inward axis. The symmetrized product matters: L1·L2 alone contains the extra term a(u·L - L·u) = 2iaħp_z and is not Hermitian.

Two limits show what Ω is. As R → 0 it becomes L², so A tends to l(l+1). If Z2 = 0, substitute L = L1 - au and z = (z+a) - a:

Ω = L1² + 2ma²H - 2a ẑ·K, K = (p×L1 - L1×p)/2 - mkZ1 **r**1/r1.

Here **r**1 is the vector from the remaining nucleus to the electron. K is the Runge-Lenz vector, so Ω combines the known constants of one Coulomb centre.

**The correct statement and its proof**

For every R > 0, H commutes with Ω. Two different bound states with the same Λ can have equal energy only if they differ in A and their node numbers are ordered oppositely. At such a crossing, no perturbation of the form [f(ξ)+g(η)]/(ξ²-η²) couples them. The constant permits a crossing; it does not force one.

*Commutation.* Let h = 2ma²H/ħ² and w = ξ²-η². Then wh = P_ξ + P_η, and Ω/ħ² can be written in two ways:

Ω/ħ² = P_η + η²h = -P_ξ + ξ²h.

P_ξ commutes with P_η and with η²; P_η commutes with ξ². Using the first form after P_ξ and the second after P_η,

whΩ/ħ² = P_ξ(P_η + η²h) + P_η(-P_ξ + ξ²h) = (η²P_ξ + ξ²P_η)h.

In the other order,

wΩh/ħ² = [wP_η + η²(P_ξ+P_η)]h = (ξ²P_η + η²P_ξ)h.

The results are equal, so [H,Ω] = 0.

*Different A.* For given c, A and Λ, the η equation has at most one solution regular at both ends, up to a factor. The ξ equation has at most one that is regular at ξ = 1 and decays. Equal E and equal A would therefore mean the same state.

*Node order.* At fixed c, the η equation gives values A_η that rise with n_η. The ξ equation gives values A_ξ that fall with n_ξ, because its eigenvalue is -A. A bound state is a zero of F = A_η - A_ξ. By first-order perturbation theory in each equation,

dF/d(c²) = ⟨ξ²⟩ - ⟨η²⟩ > 0,

since ξ ≥ 1 ≥ |η|. Raising either node number raises F, so its zero moves to smaller c², which is higher energy. If neither number decreases and at least one increases, the energy is strictly higher, and a crossing is impossible. The pair (1,0) and (0,2) escapes this restriction. The positive derivative also makes each zero vary continuously with R, as used above.

*Vanishing coupling.* At a crossing c is common and A differs. X1 and X2 are then eigenfunctions of one self-adjoint equation with different eigenvalues, and so are Y1 and Y2; both pairs are orthogonal. The volume element cancels the denominator of the perturbation W, leaving

W12 ∝ ⟨X1|f|X2⟩⟨Y1|Y2⟩ + ⟨X1|X2⟩⟨Y1|g|Y2⟩ = 0.

V itself has this form, which explains why changing R does not open the gap. In scaled coordinates r/R, kinetic energy varies as 1/R² and potential energy as 1/R, so

dH/dR = -(2T+V)/R = (-2H+V)/R.

Between orthogonal eigenstates this leaves V12/R, which vanishes at Rc. It need not vanish elsewhere: at 250 pm, |V12| is 0.051 eV. Ω depends on R, so it does not decouple the states at all distances as a fixed spatial symmetry would.

**Screening opens the crossing**

For the two protons, replace each -k/r by -k exp(-r/λ)/r. The change is

W = k Σ[1-exp(-r_i/λ)]/r_i = k Σ[1/λ - r_i/(2λ²) + r_i²/(6λ³) - …].

The constant does not couple orthogonal states, so to leading order in 1/λ

W12 = -(k/2λ²)⟨1|r1+r2|2⟩.

Here r1+r2 = Rξ. With the factor ξ²-η² from the volume element, the integral contains

⟨X1|ξ³|X2⟩⟨Y1|Y2⟩ - ⟨X1|ξ|X2⟩⟨Y1|η²|Y2⟩.

Orthogonality removes the first product but not the second. Its factors have magnitudes 0.4958 and 0.3145 for unit-normalized X and Y. After normalization in space, |⟨1|r1+r2|2⟩| = 10.99 pm.

In the two-level matrix the diagonal difference can still be tuned to zero through R, but the coupling remains. To first order the smallest gap is 2|W12|. For λ = 1 nm, using k = 27.2114 eV × 52.9177 pm = 1440 eV pm,

2|W12| ≈ 1440 × 10.99/1000² eV = 15.8 meV.

Diagonalization of the screened problem gives 15.79 meV. Keeping all of W in first order, with the states taken at the unscreened Rc, gives 15.56 meV, which is 1.4% below the diagonalized gap. The simpler leading formula lies closer here through a cancellation. Its omitted series terms lower the estimate by 0.26 meV; they begin at 1/λ⁴, because r1²+r2² times ξ²-η² is proportional to ξ⁴-η⁴ and has the protected form. Effects of second order in W raise it by a net 0.23 meV: the coupling is larger at the displaced closest approach, by about 0.6 meV in the gap, and admixture of other states removes nearly 0.4 meV. At λ = 2 and 4 nm the gaps are 3.953 and 0.989 meV, falling by a factor of nearly four at each doubling, as 1/λ² requires.

The diagonal elements of W displace the closest approach. Setting the new energy difference to zero gives

ΔR = -(W11-W22)/[d(E1-E2)/dR],

with state 1 the 2sσg state. For 1 nm this predicts 3.45 pm; the diagonalization gives 218.12 - 214.50 = 3.62 pm. At 4 nm the corresponding values are 0.246 and 0.247 pm.

At the closest approach for 1 nm, the lower state has weights 0.5029 and 0.4965 on the unscreened 2sσg and 3dσg states at that distance. Neither label describes it alone. Most of the exchange of character takes place within about 0.6 pm on either side of the closest approach, a distance set by gap divided by slope, 15.8/26.6 pm.

**A perturbation that moves the crossing without opening it**

Departing from the pure Coulomb potential is not by itself enough to open the gap. Add ks/(r1r2), where s is a length. Since r1r2 = a²(ξ²-η²), this term has the protected form. After multiplication by 2ma²(ξ²-η²)/ħ² it adds the constant 2s/a0 to the ξ equation, so the problem still separates and the argument above still holds.

For s = 5 pm the crossing moves to 218.93 pm, a larger displacement than that caused by the 1 nm screening. The smallest gap found is 1×10⁻⁸ eV. With the unperturbed slope, this corresponds to missing the crossing by about 4×10⁻⁷ pm, so it is a search error rather than a physical gap. The contrast with screening lies in the coupling. As in the box, a sum of separate terms leaves the crossing closed, but here the perturbation must be judged after multiplication by ξ²-η². The term ks/(r1r2) then becomes a constant. The first screening term that varies in space, proportional to ξ, becomes ξ³-ξη², whose second part mixes the coordinates and opens the gap. The numerical output below gives further digits.

Computed results

```
Bohr radius: 52.91772 pm
Hartree energy: 27.21139 eV
largest commutator, Coulomb (test units): 7.3e-40
largest commutator, screened (test units): 1.160e-01
crossing distance Rc: 214.5028 pm = 4.053516 Bohr radii
common electronic energy at Rc: -7.813024 eV = -0.28712333 hartree
c at Rc: 1.535858 (no unit)
A of 2s sigma_g at Rc: -0.874290 (no unit)
A of 3d sigma_g at Rc: 4.826512 (no unit)
E of 2s sigma_g at 150 pm: -8.84021 eV
E of 3d sigma_g at 150 pm: -6.88826 eV
E of 2s sigma_g at 250 pm: -7.38159 eV
E of 3d sigma_g at 250 pm: -8.21222 eV
largest Gaussian-basis excess energy: 1.239 meV
gap at Rc, full diagonalization, no screening: 1.5e-13 eV
|V12| at Rc: 1.1e-14 eV
|V12| at 250 pm: 0.05080 eV
slope d(E_2s - E_3d)/dR at Rc: 26.5888 meV/pm
|<X1|xi|X2>| at Rc: 0.495778 (no unit)
|<Y1|eta^2|Y2>| at Rc: 0.314467 (no unit)
|<1|r1+r2|2>| at Rc: 10.9875 pm
screening length 1 nm: smallest gap 15.7887 meV
screening length 1 nm: first-order gap 15.5619 meV
screening length 1 nm: leading 1/length^2 gap 15.8216 meV
screening length 1 nm: closest approach at 218.1246 pm
screening length 1 nm: first-order shift 3.4507 pm
screening length 2 nm: smallest gap 3.9534 meV
screening length 2 nm: first-order gap 3.9378 meV
screening length 2 nm: leading 1/length^2 gap 3.9554 meV
screening length 2 nm: closest approach at 215.4577 pm
screening length 2 nm: first-order shift 0.9422 pm
screening length 4 nm: smallest gap 0.9887 meV
screening length 4 nm: first-order gap 0.9877 meV
screening length 4 nm: leading 1/length^2 gap 0.9888 meV
screening length 4 nm: closest approach at 214.7501 pm
screening length 4 nm: first-order shift 0.2464 pm
weight of 2s sigma_g in lower state, 1 nm: 0.5029
weight of 3d sigma_g in lower state, 1 nm: 0.4965
separable control, s = 5.0 pm: crossing at 218.9279 pm
separable control: smallest gap found 9.8e-09 eV
```
